# The D term of DFT-D is not the SAPT dispersion energy

Take two phosphorus atoms 4.6 Å apart, with all their unpaired spins parallel so that no covalent bond forms. The PBE interaction energy, evaluated as explained below, is $+0.0064$ eV, and the dispersion energy of symmetry-adapted perturbation theory (SAPT) is $-0.0168$ eV. If PBE merely lacked dispersion, their sum would be the interaction energy. The sum is $-0.0104$ eV, while the reference calculation, whose correlation part tends to this dispersion energy at large separation, gives $-0.0033$ eV. In the basis used here, the repaired functional overbinds by a factor of about three. The factor is not converged: in the larger aug-cc-pVTZ basis the sum is $-0.0146$ eV, the reference is $-0.0068$ eV, and the factor is about two.

## The belief and its appeal

The belief is that a semilocal density functional describes everything in a weak interaction except dispersion, and that the D term of DFT-D supplies the missing piece. The D term would then be an approximation to the SAPT dispersion energy, and the two could be exchanged.

Much speaks for this. A semilocal functional has no long-range dispersion tail. The D term has the expected form $-C_6/R^6$, with a coefficient obtained from atomic response. For neutral spherical atoms at large separation the belief is correct, provided both energies use the same $C_6$. It fails where the densities overlap, which includes the region of the van der Waals minimum.

## Two definitions

Let $E_X(R)$ be the interaction energy from functional $X$, and $E_{\rm ref}(R)$ the reference interaction energy. The correction that $X$ needs is

$$D_X(R)=E_{\rm ref}(R)-E_X(R). \tag{1}$$

A practical D term is a fitted model of this difference.

The SAPT dispersion energy starts instead from the separate atoms A and B. The zeroth-order Hamiltonian is the sum of their Fock operators, and the perturbation is the Coulomb coupling between them. In second order, a state $n$ contributes $|\langle 0|V|n\rangle|^2/(E_0-E_n)$. Dispersion comes from the states in which both atoms are excited, $a\to r$ on A and $b\to s$ on B. Parts of $V$ that act on the electrons of one atom alone drop out, because the excited orbital of the other atom is orthogonal to its occupied one. The electron repulsion leaves the integral $(ar|bs)$, and $E_0-E_n=-(\varepsilon_r-\varepsilon_a+\varepsilon_s-\varepsilon_b)$. Hence

$$E_{\rm disp}=-\sum_{ar\in A}\sum_{bs\in B}\frac{|(ar|bs)|^2}{\varepsilon_r+\varepsilon_s-\varepsilon_a-\varepsilon_b}, \tag{2}$$

summed over spin orbitals. In all numbers below, the occupied orbitals $a$ and $b$ are restricted to the valence shell. Equation (2) is the uncoupled Hartree-Fock level of SAPT. It omits exchange-dispersion, the correction for antisymmetry between the atoms. No density functional appears in equation (2), whereas equation (1) contains one explicitly.

## Why they agree far apart

Place B at distance $R$ along $z$ from A, and measure electron positions $\mathbf r$ and $\mathbf r'$ from their own nuclei. In atomic units the repulsion is $1/|R\hat{\mathbf z}+\mathbf u|$ with $\mathbf u=\mathbf r'-\mathbf r$, and

$$\frac1{|R\hat{\mathbf z}+\mathbf u|}=\sum_n(-1)^n\frac{u^nP_n(\cos\theta_u)}{R^{n+1}}.$$

For $n=2$, $u^2P_2=u_z^2-\tfrac12(u_x^2+u_y^2)$. The part containing both atoms' coordinates is

$$V_{11}=\frac{xx'+yy'-2zz'}{R^3}.$$

Let $i$ label an excitation of A with energy $\omega_i$ and dipole matrix element $z_i$, and let $j$ do the same for B. In a spherical atom, summing over degenerate excitations makes the three squared dipole components equal and removes products of different components. The squared coefficients add to $1+1+4=6$, so

$$C_6=6\sum_{ij}\frac{z_i^2z_j^2}{\omega_i+\omega_j}.$$

For $n=3$, define $f(\mathbf u)=u^3P_3=u_z^3-\tfrac32u_z(u_x^2+u_y^2)$. The term is $-f(\mathbf r'-\mathbf r)/R^4$. Its part linear in $\mathbf r$ is $+\mathbf r\cdot\nabla f(\mathbf r')/R^4$, or

$$V_{12}=\frac{3zQ'-3xx'z'-3yy'z'}{R^4},\qquad Q=\tfrac12(3z^2-r^2).$$

The components $Q$, $\sqrt3\,xz$ and $\sqrt3\,yz$ have equal strength in a spherical atom, so the square of $xz$ counts as $Q^2/3$. The coefficients add to $9+3+3=15$. The term with the quadrupole on A gives another 15 for like atoms:

$$C_8=30\sum_{ij}\frac{z_i^2Q_j^2}{\omega_i+\omega_j}.$$

Products of different multipole orders on one atom vanish in the same angular sum. Therefore

$$E_{\rm disp}\to-\frac{C_6}{R^6}-\frac{C_8}{R^8}-\dots \tag{3}$$

The reference must have the same tail, or the comparison would mix two questions. I use unrestricted Hartree-Fock (UHF) plus second-order Møller-Plesset correlation (UMP2) of the valence electrons. At large $R$ the orbitals can be chosen local. Double excitations within one atom cancel against the energies of the free atoms. Excitations that transfer charge have integrals containing products of functions on different atoms, which vanish with the overlap. What remains is one excitation on each atom. Its antisymmetrized integral is $(ar|bs)-(as|br)$, and the second part also vanishes with the overlap. The surviving sum is equation (2).

The functional contributes no competing tail. A semilocal exchange-correlation energy is an integral over a function of the local density and its derivatives, so it becomes additive when the densities separate. Neutral spherical charge distributions that do not overlap exert no electrostatic force on each other. Thus $E_X$ dies with the overlap, and

$$\frac{D_X}{E_{\rm disp}}\to1\qquad(R\to\infty). \tag{4}$$

The conditions matter. For polar molecules, an error of $X$ in the dipole moment leaves a power-law electrostatic error in $D_X$. A functional with nonlocal correlation may have its own dispersion tail. If the reference and $E_{\rm disp}$ have different $C_6$ coefficients, the limit is their ratio rather than one.

## Why they differ at overlap

Write equation (1) for two functionals $X$ and $Y$ and subtract. The reference cancels:

$$D_X-D_Y=E_Y-E_X. \tag{5}$$

Whenever two functionals give different interaction energies, they need different D terms. The dimer has one dispersion energy at a given level of theory, so it cannot equal both.

The phosphorus dimer puts numbers to this. Each atom is in its spherical quartet ground state, and the dimer is a septet. All energies use the aug-cc-pVDZ basis, and the atoms are computed in the full dimer basis to remove basis-set superposition error. For $E_X$, the exchange energy in the UHF energy is replaced by the exchange-correlation energy of $X$, integrated numerically on the UHF density. The reference is a consistent model in a modest basis, not the exact curve of the dimer.

At 4.6 Å, equation (1) gives

$$D_{\rm PBE}=-0.0033-0.0064=-0.0097\ {\rm eV},$$
$$D_{\rm BLYP}=-0.0033-0.0298=-0.0331\ {\rm eV}.$$

The dispersion energy, $-0.0168$ eV, lies between them. PBE needs 58% of it and BLYP needs 198%. These figures move with the basis: in aug-cc-pVTZ, $E_{\rm disp}=-0.0204$ eV, and PBE and BLYP need 62% and 174% of it. Along the curve the ratios are:

| $R$ (Å) | $E_{\rm disp}$ (eV) | $D_{\rm UHF}/E_{\rm disp}$ | $D_{\rm PBE}/E_{\rm disp}$ | $D_{\rm BLYP}/E_{\rm disp}$ |
|---:|---:|---:|---:|---:|
| 3.8 | $-0.0570$ | 0.73 | 0.24 | 1.20 |
| 4.6 | $-0.0168$ | 0.87 | 0.58 | 1.98 |
| 5.6 | $-0.0045$ | 0.97 | 0.53 | 2.04 |
| 7.5 | $-0.00071$ | 1.00 | 0.87 | 1.24 |
| 15.0 | $-0.0000104$ | 1.00 | 1.00 | 1.00 |

The last row shows the limit (4). In this basis the approach to it is not monotonic for either functional, so agreement at one distance says little about the next. The PBE dip, from 0.58 to 0.53, is small, about the size of the basis shift of that ratio at 4.6 Å.

Two objections deserve an answer. The first is that $E_{\rm disp}$ lacks exchange-dispersion. Including it would shift the common denominator in the table, but equation (5) would stand: one shifted number still cannot equal both $-0.0097$ and $-0.0331$ eV. The UHF column shows how far the UMP2 correlation contribution itself departs from equation (2). That departure contains exchange-dispersion and changes of correlation inside the atoms. It also contains a change in the direct correlation between the atoms, since the orbitals of the dimer are not those of the separate atoms. The table does not separate these parts.

The second objection is that DFT-D normally uses self-consistent densities. A self-consistent PBE calculation at 4.6 Å gives an interaction energy of $0.0044$ eV, lower by $0.0020$ eV. The needed correction becomes $-0.0033-0.0044=-0.0077$ eV, or 46% of $E_{\rm disp}$. For PBE at this distance, self-consistency widens the disagreement. For BLYP it narrows it slightly: the self-consistent interaction energy is $0.0288$ eV, and the needed correction is 192% of $E_{\rm disp}$. The two functionals still need very different D terms.

## What a practical D term contains

The Becke-Johnson form of the D term for one atom pair is

$$D^{\rm BJ}=-\frac{C_6}{R^6+b^6}-\frac{s_8C_8}{R^8+b^8},\qquad b=a_1\sqrt{C_8/C_6}+a_2. \tag{6}$$

The coefficient of the first term is fixed at one. The parameters $s_8$, $a_1$ and $a_2$ are fitted separately for each functional. I take their published values for PBE and BLYP, but compute $C_6=115.8$ eV Å$^6$ and $C_8=453.5$ eV Å$^8$ from the UHF orbitals of the atom. Equation (6) then shares its long-range coefficients with $E_{\rm disp}$, though it is not the standard parametrized correction for phosphorus. The basis has no f functions, so the quadrupole excitations from 3p to f orbitals are missing and this $C_8$ is too small for a real phosphorus atom. In aug-cc-pVTZ, which has f functions, $C_8$ doubles to 920 eV Å$^8$ while $C_6$ changes only to 117.3 eV Å$^6$. At large $R$ the same omission affects $E_{\rm disp}$. At overlap the two are not limited alike, because $E_{\rm disp}$ is computed in the dimer basis, where the functions on the other atom add excitations that the single-atom $C_6$ and $C_8$ lack. At 4.6 Å the single-atom basis gives $E_{\rm disp}=-0.0148$ eV instead of $-0.0168$ eV. The numbers below only illustrate equation (6).

For PBE, $s_8=0.7875$ and $b=3.199$ Å. At 4.6 Å the two terms are

$$-\frac{115.8}{9474+1072}-\frac{0.7875\times453.5}{200500+11000}=-0.0110-0.0017=-0.0127\ {\rm eV}.$$

For BLYP, $s_8=2.6996$ and $b=3.092$ Å, and the terms are $-0.0112-0.0059=-0.0171$ eV. The atoms and the distance are the same, yet the D term has changed by about a third. Most of the change comes from $s_8$.

The BLYP value is within 2% of $E_{\rm disp}$, which looks like support for the belief. The match is accidental. The ratio is 0.94 at 3.8 Å, 1.02 at 4.6 Å and 1.09 at 5.6 Å, and it depends on the basis: with $E_{\rm disp}$ in the single-atom basis, the ratio at 4.6 Å is 1.15, and with all quantities in aug-cc-pVTZ and $E_{\rm disp}$ in the dimer basis it is 1.07. Nor does the match make the total correct. BLYP plus this term gives $0.0298-0.0171=+0.0127$ eV, where the reference is $-0.0033$ eV. A D term can resemble the dispersion energy and still fail to be the correction the functional needs.

Equation (6) also limits what asymptotic agreement means. Damping changes the $C_6$ term by a relative amount of order $b^6/R^6$, which can be dropped at large $R$. Dividing by equation (3) and expanding in $1/R^2$ gives

$$\frac{D^{\rm BJ}}{E_{\rm disp}}=\frac{1+s_8C_8/(C_6R^2)+\dots}{1+C_8/(C_6R^2)+\dots}=1+(s_8-1)\frac{C_8}{C_6R^2}+O(R^{-4}).$$

At 15 Å, $C_8/(C_6R^2)=3.916/225=0.0174$. For BLYP the predicted excess is $1.70\times0.0174=0.030$, and direct division of the energies gives 0.028. Only the leading power is shared; the next one has been given to the fit.

## Closing the gap from the other side

Suppose one wants to add the SAPT dispersion energy itself. The error of the sum is

$$g_X=E_X+E_{\rm disp}-E_{\rm ref}=E_{\rm disp}-D_X, \tag{7}$$

where the second form uses equation (1). The sum is correct when $g_X=0$, that is, when

$$E_X=E_{\rm ref}-E_{\rm disp}. \tag{8}$$

A dispersionless functional is trained on the right-hand side of equation (8) instead of on the full interaction energy. Dispersion is then left for the separate term to supply. If that term is to include exchange-dispersion, the same quantity must be subtracted from the training target.

At 4.6 Å the target is $-0.0033+0.0168=0.0135$ eV. PBE lies below it, with $g=-0.0071$ eV, and BLYP lies above it, with $g=+0.0164$ eV. This suggests a simple construction, $E_{\rm mix}=(1-w)E_{\rm PBE}+wE_{\rm BLYP}$. Since equation (7) is linear in $E_X$ and the weights add to one,

$$g_{\rm mix}=g_{\rm PBE}+w(g_{\rm BLYP}-g_{\rm PBE}).$$

I choose $w$ to minimize the sum of $(g_{\rm mix}/E_{\rm disp})^2$ at 3.8 and 5.6 Å. With $p=g_{\rm PBE}/E_{\rm disp}$ and $q=(g_{\rm BLYP}-g_{\rm PBE})/E_{\rm disp}$, setting the derivative of $\sum(p+wq)^2$ to zero gives

$$w=-\frac{\sum pq}{\sum q^2}=\frac{0.761\times0.961+0.473\times1.514}{0.961^2+1.514^2}=0.45.$$

At 4.6 Å, which was not used in the fit, the mixture leaves $g=+0.0035$ eV, half the magnitude of the PBE error. One parameter does not produce a good functional: at 3.8 Å the error is still $-0.0187$ eV, larger in magnitude than that of BLYP, $+0.0114$ eV. The example shows what the training target does, and no more.

The published dispersionless functional dlDF was evaluated on the same UHF densities. It is a hybrid, so part of the UHF exchange energy is kept. At 4.6 Å its error is $+0.0211$ eV, larger in magnitude than that of PBE or BLYP. That ordering survives in aug-cc-pVTZ, where the errors of PBE, BLYP and dlDF are $-0.0078$, $+0.0150$ and $+0.0209$ eV. At 3.8 Å the dlDF error is $+0.0092$ eV, the smallest of the three in aug-cc-pVDZ, though only 0.002 eV below that of BLYP. For this dimer and this reference, dlDF does not close the gap. The calculation does not show why. dlDF was fitted to a target of the form (8) with a different reference and with a dispersion term that includes exchange-dispersion, so this is not a test against its own target. Being built for one such target does not guarantee that a functional satisfies equation (8) for another system, reference or dispersion term.

The practical rule follows from equation (7). A D term belongs to the functional for which it was fitted. A SAPT dispersion energy may be added to a functional to the extent that the functional meets equation (8) for the system at hand, and a correct $C_6$ tail does not establish that.
